\section*{Stable time steps for fourth-order Taylor propagation of electrons}

\section{One level}

Take an electron in a single stationary state of energy $E$. In Hartree atomic units, used throughout with $\hbar=1$, its amplitude obeys $i\dot c=Ec$. Over a time step $h$ the true solution is multiplied by $e^{-ix}$, where $x=hE$, and its modulus does not change. The simplest numerical step keeps two terms of the exponential and multiplies $c$ by $1-ix$. Since
\begin{equation}
|1-ix|^2=1+x^2>1\qquad (x\neq 0),
\end{equation}
the amplitude grows at every step, however small $h$ is. One more term does not cure this:
\begin{equation}
\left|1-ix-\tfrac{x^2}{2}\right|^2=\left(1-\tfrac{x^2}{2}\right)^2+x^2=1+\tfrac{x^4}{4}.
\end{equation}
Over a fixed duration the growth can be made small by reducing $h$, but no step is free of it. With the cubic term,
\begin{equation}
\left(1-\tfrac{x^2}{2}\right)^2+\left(x-\tfrac{x^3}{6}\right)^2
=1-\tfrac{x^4}{12}+\tfrac{x^6}{36},
\end{equation}
which does not exceed one when $x^2\le 3$. A finite stable interval has appeared. The fourth-order step has a wider one.

\section{The fourth-order factor}

The factor is now
\begin{equation}
R(x)=\sum_{k=0}^{4}\frac{(-ix)^k}{k!}
=\left(1-\frac{x^2}{2}+\frac{x^4}{24}\right)-i\left(x-\frac{x^3}{6}\right).
\end{equation}
The squares of the real and imaginary parts are
\begin{align}
\left(1-\frac{x^2}{2}+\frac{x^4}{24}\right)^2
&=1-x^2+\left(\frac14+\frac1{12}\right)x^4-\frac{x^6}{24}+\frac{x^8}{576},\\
\left(x-\frac{x^3}{6}\right)^2&=x^2-\frac{x^4}{3}+\frac{x^6}{36}.
\end{align}
In the sum the $x^2$ terms cancel, and so do the $x^4$ terms, because $\frac14+\frac1{12}=\frac13$. With $-\frac1{24}+\frac1{36}=-\frac1{72}$ there remains
\begin{equation}
|R(x)|^2=1-\frac{x^6}{72}+\frac{x^8}{576}
=1+\frac{x^6(x^2-8)}{576}.
\label{eq:mod}
\end{equation}
Hence $|R|\le1$ if and only if $|x|\le2\sqrt2$. Inside the interval, apart from $x=0$, the step damps. With $y=x^2$, the derivative of $y^3(y-8)$ is $4y^2(y-6)$, so damping is strongest at $x^2=6$, where $|R|^2=1-216\cdot2/576=1/4$.

\section{Many levels and moving nuclei}

Let $H$ be a Hermitian matrix in an orthonormal basis, held fixed during one step. Expand $\psi=\sum_jc_j\phi_j$ in its eigenvectors, with energies $E_j$. Every power of $H$ acts on $\phi_j$ as the same power of $E_j$, so
\begin{equation}
\|R(hH)\psi\|^2=\sum_j|R(hE_j)|^2|c_j|^2 .
\label{eq:norm}
\end{equation}
Define the spectral radius $\rho=\max_j|E_j|$. If $h\rho\le2\sqrt2$, every factor is at most one and no vector gains norm. If $h\rho>2\sqrt2$, the eigenvector with $|E_j|=\rho$ grows by the same factor $|R|>1$ at each step. The largest stable step is therefore
\begin{equation}
h_{\max}=\frac{2\sqrt2}{\rho}.
\label{eq:hmax}
\end{equation}

In Ehrenfest dynamics the nuclei move and $H$ changes. If each step uses one frozen Hermitian matrix, for example that of the midpoint, and each matrix satisfies the limit, then each step is non-expanding and so is their product. This argument has three boundaries. A Runge--Kutta step that uses different matrices at its internal stages is not a polynomial in one $H$. A nonorthogonal basis brings in an overlap matrix, which has not been treated. And when $H$ depends on the electron density, bounded norms do not bound the distance between two neighbouring solutions, since these are propagated with different matrices.

\section{The limit of large cutoff and its first correction}

Plane waves with $\frac12G^2\le E_{\rm cut}$ have a largest kinetic energy $T_{\max}\le E_{\rm cut}$. Write $H=T+V$. The top eigenvalue $E_{\max}$ is the largest expectation value of $H$ over normalized vectors. Since $\langle T\rangle\le T_{\max}$ and $|\langle V\rangle|\le\|V\|$, and since a plane wave with $\langle T\rangle=T_{\max}$ can be used as a trial vector,
\begin{equation}
T_{\max}-\|V\|\le E_{\max}\le T_{\max}+\|V\| .
\end{equation}
If $\|V\|\ll T_{\max}$, the kinetic energy sets the step. To leading order, and with the discrete $T_{\max}$ replaced by the cutoff,
\begin{equation}
h_{\max}\simeq\frac{2\sqrt2}{E_{\rm cut}},\qquad
N=\frac{\mathcal T}{h_{\max}}\simeq\frac{\mathcal T E_{\rm cut}}{2\sqrt2},
\label{eq:lead}
\end{equation}
where $\mathcal T$ is the simulated time and $N$ the number of steps. One picosecond is $41341.4$ atomic units of time, so one such unit is $10^6/41341.4=24.19$ attoseconds. At $E_{\rm cut}=20$ hartree,
\begin{equation}
h_{\max}\simeq\frac{2.8284}{20}=0.1414\ \text{a.u.}=3.42\ \text{as},
\qquad N\simeq\frac{41341.4}{0.14142}\approx2.92\times10^5 .
\end{equation}
At 10 and 40 hartree the step is 6.84 and 1.71 as, and a picosecond takes $1.46\times10^5$ and $5.85\times10^5$ steps. Each step applies $H$ four times to each orbital.

The first correction can be bounded more closely for an attractive local potential. Then $\langle V\rangle\le0$ gives $E_{\max}\le T_{\max}$. In the other direction, the expectation value of a local potential in any plane wave is its cell average $\bar V$, because the density of a plane wave is uniform. Therefore
\begin{equation}
T_{\max}-|\bar V|\le E_{\max}\le T_{\max}.
\label{eq:sandwich}
\end{equation}
Write $E_{\max}=T_{\max}-|\bar V|+\delta$ with $0\le\delta\le|\bar V|$, and suppose that $\rho=E_{\max}$, as holds when the lowest level is smaller in magnitude. Expanding $1/\rho$ to first order in the potential shift gives
\begin{equation}
h_{\max}=\frac{2\sqrt2}{T_{\max}}
\left[1+\frac{|\bar V|-\delta}{T_{\max}}
+O\!\left(\frac{\bar V^2}{T_{\max}^2}\right)\right].
\end{equation}
In this case the leading estimate is on the safe side. A potential with repulsive parts, such as some nonlocal pseudopotential projectors, can push $E_{\max}$ above the cutoff; then $\rho$ has to be computed and used in (\ref{eq:hmax}).

\section{A hydrogen electron in a box}

Consider one electron and one proton in a periodic cube of side $L=8$ bohr, at the $\Gamma$ point. The attraction is $-1/r$ within $R_c=4$ bohr of each proton and zero outside. With one electron there is no electron--electron interaction to approximate. The periodic images, the truncated attraction and the finite cutoff remain as errors, so the lowest level, $-0.499$ hartree at a 20 hartree cutoff, is not the level of an isolated atom. It is not converged to the digits shown: in the same box it falls to $-0.502$ at 40 hartree and $-0.504$ at 120 hartree, while a box of 12 bohr with $R_c=6$ bohr gives $-0.495$ at 20 hartree. Its closeness to $-0.5$ comes from a partial cancellation of the cutoff and box errors.

The average potential is
\begin{equation}
\bar V=-\frac1{L^3}\int_0^{R_c}\frac{4\pi r^2}{r}\,dr
=-\frac{2\pi R_c^2}{L^3}=-\frac{2\pi\cdot16}{512}=-0.196\ \text{hartree}.
\end{equation}
The kinetic energies are $\frac12(2\pi/L)^2n^2=0.3084\,n^2$ with $n^2$ a sum of three squares. Below 20 hartree the largest is $n^2=64$, so $T_{\max}=19.739$ hartree. Diagonalization gives $\rho=19.546$ hartree, inside the interval from $19.543$ to $19.739$ required by (\ref{eq:sandwich}). Then
\begin{equation}
h_{\max}=\frac{2.8284}{19.546}=0.1447\ \text{a.u.}=3.50\ \text{as},
\qquad N=\frac{41341.4}{0.14470}\approx2.86\times10^5 ,
\end{equation}
or $1.14\times10^6$ applications of $H$ per picosecond. The leading estimate of $N$ is 2.3\% higher. Of the difference $20-19.546=0.454$ hartree, $0.261$ comes from the discrete plane waves and $0.193$ from the potential.

At cutoffs of 5, 10 and 20 hartree, $\delta$ is between 0.003 and 0.009 hartree, far below its bound of 0.196. In these three cases the average potential is thus nearly the whole shift of the top level. This is not the general case. The three cutoffs end on the sparse shells $n^2=16$, 32 and 64, which hold only 6, 12 and 6 plane waves. For nine cutoffs between 4.3 and 15.4 hartree that end on shells of 48 to 96 waves, $\delta$ lies between 0.05 and 0.11 hartree, a quarter to a half of $|\bar V|$.

\section{Just beyond the limit}

Set $x=2\sqrt2(1+\epsilon)$ in (\ref{eq:mod}). Since $x^6=512(1+\epsilon)^6$ and $x^2-8=8(2\epsilon+\epsilon^2)$,
\begin{equation}
|R|^2=1+\frac{64}{9}(1+\epsilon)^6(2\epsilon+\epsilon^2)
=1+\frac{64}{9}\left(2\epsilon+13\epsilon^2\right)+O(\epsilon^3).
\end{equation}
The square root follows from $\sqrt{1+u}=1+u/2-u^2/8+\dots$. The coefficient of $\epsilon^2$ is $\frac{416}{9}-\frac18\left(\frac{128}{9}\right)^2=\frac{1696}{81}$, so
\begin{equation}
|R|=1+\frac{64}{9}\epsilon+\frac{1696}{81}\epsilon^2+O(\epsilon^3).
\end{equation}
For a step 2\% too long this is $1+0.1422+0.0084=1.1506$; the full expression gives $1.1504$. An unwanted amplitude of $10^{-16}$ in the top level reaches order one after $16\ln10/\ln1.1504\approx263$ steps. At the 10 hartree cutoff, where $h_{\max}=7.07$ as, that is about 1.9 fs. The limit is sharp in practice as well as in principle.

Propagation at this cutoff tests both sides of the limit, from a random vector of norm one. With the step at $1.02\,h_{\max}$ and the proton fixed, the norm after 400 steps is $1.8\times10^{23}$. Its growth per step, measured over the last 100 steps, is $1.1498$. By (\ref{eq:norm}) it cannot exceed the factor of the top level, $1.1504$.

With the proton moving at a prescribed velocity of 0.01 a.u., the norm reaches $2.0\times10^{23}$ at $1.02\,h_{\max}$, while at $0.98\,h_{\max}$ it does not increase in any of the 400 steps. The motion does not alter the limit for a single step here: displacing the proton by $\mathbf R$ multiplies $V_{\mathbf G\mathbf G'}$ by $e^{-i(\mathbf G-\mathbf G')\cdot\mathbf R}$. This is a unitary transformation with diagonal phases, which leaves $T$ and the whole spectrum unchanged. No force acts back on the proton, so this tests a changing $H$ but not the coupled Ehrenfest equations.

In the stable run the norm falls to 0.38. Stability has been kept by damping, and the question is which levels pay for it.

\section{The limit of small $x$ and its first correction}

For a level with $|E|\ll\rho$, such as the hydrogen ground level here, $|x|$ is small at every stable step, and $R$ should be compared with $e^{-ix}$. A deep core level with $|E|$ comparable to $\rho$ is not covered by this limit. The omitted terms of the exponential give
\begin{equation}
R=e^{-ix}-\sum_{k\ge5}\frac{(-ix)^k}{k!}
=e^{-ix}+\frac{ix^5}{120}+\frac{x^6}{720}-\frac{ix^7}{5040}+O(x^8),
\end{equation}
because $(-i)^5=-i$, $(-i)^6=-1$ and $(-i)^7=i$. Multiply by $e^{ix}=1+ix-x^2/2+\dots$ and collect powers:
\begin{align}
x^6:&\quad \frac{i\cdot i}{120}+\frac1{720}=-\frac1{144},\\
x^7:&\quad i\left(-\frac1{240}+\frac1{720}-\frac1{5040}\right)=-\frac{i}{336}.
\end{align}
Products of corrections enter the logarithm first at $x^{10}$, so
\begin{equation}
\ln\!\left(Re^{ix}\right)=\frac{ix^5}{120}\left(1-\frac{5x^2}{14}\right)-\frac{x^6}{144}+O(x^8).
\end{equation}
The imaginary part is the phase error of one step, and twice the real part is the change of $\ln|\psi|^2$. From (\ref{eq:mod}) the latter, with its own first correction, is $-\frac{x^6}{72}(1-\frac{x^2}{8})$. After $N=\mathcal T/h$ steps the leading errors are
\begin{equation}
\Delta\varphi=\frac{\mathcal T h^4E^5}{120},\qquad
\ln\frac{\|\psi(\mathcal T)\|^2}{\|\psi(0)\|^2}=-\frac{\mathcal T h^5E^6}{72}.
\label{eq:err}
\end{equation}
The phase error acts as a slightly wrong energy, $E(1-x^4/120)$.

For the hydrogen ground level at the 20 hartree limit, $x=-0.0722$, so $|x|^5=1.96\times10^{-6}$ and $x^6=1.42\times10^{-7}$. Over one picosecond,
\begin{align}
|\Delta\varphi|&=\frac{2.857\times10^5\cdot1.96\times10^{-6}}{120}\approx4.7\times10^{-3}\ \text{rad},\\
1-\|\psi\|^2&\approx\frac{2.857\times10^5\cdot1.42\times10^{-7}}{72}\approx5.6\times10^{-4}.
\end{align}
The first corrections change these by less than 0.2\%. At the stability limit the ground level is followed well for a picosecond, as far as the Taylor error goes. The error of freezing a changing $H$ during each step is separate and not included.

High levels fare worse. To leading order, the squared norm is halved when $\mathcal Th^5E^6/72=\ln2$, that is, at
\begin{equation}
E=\left(\frac{72\ln2}{\mathcal Th^5}\right)^{1/6}\approx1.63\ \text{hartree}.
\end{equation}
By (\ref{eq:err}) the phase of this level is then wrong by 1.76 rad; with $x=0.236$ the first correction, $5x^2/14\approx2\%$, lowers this to about 1.7 rad. An electron in this level loses half of its squared norm numerically within a picosecond, although the run looks stable. An electron excited by a strong pulse or a fast ion is in general spread over many levels, and by (\ref{eq:norm}) each component then decays at its own rate while $H$ is fixed. To keep the loss of a level $E$ below a small fraction $\eta$, the step must also satisfy, to leading order, $h\le(72\eta/\mathcal TE^6)^{1/5}$. Which condition governs depends on the highest level that matters physically, on the duration and on the accepted loss.

\section{Where to put the energy zero}

Adding a constant to $H$ changes only the common phase of the true solution, but it changes $\rho$. The radius is smallest when the spectrum is centred at zero, where it equals half the spectral width. For the 10 hartree cutoff the levels run from $-0.4915$ to $9.6820$ hartree. Half the width is $5.087$ hartree, and the stable step grows by the factor $9.682/5.087=1.90$.

The ground level, however, now sits at the edge of the spectrum. Even with the old step, $h=0.2921$ a.u., it has $x=-0.2921\cdot5.087=-1.486$, and (\ref{eq:mod}) gives $|R|^2=0.892$: an 11\% loss of squared norm in one step. At the new limit $x=-2\sqrt2$ the norm is kept, but the vector after one step differs from the true one by 1.4 times its own norm.

The errors (\ref{eq:err}) vanish at $E=0$, so the zero belongs near the levels that have to be followed most accurately. Placing it at the ground level here makes $\rho=9.682+0.492=10.174$ hartree, which shortens the stable step by 5\% and removes the Taylor error of that level for a fixed $H$. The higher levels pay for this, because they move away from zero. At the 20 hartree cutoff the level at 1.63 hartree would move to 2.13 and $\rho$ from 19.55 to 20.05 hartree. With each step at its own limit, the exponent of the loss in (\ref{eq:err}) grows by the factor $(2.13/1.63)^6(19.55/20.05)^5\approx4.4$, so that after a picosecond about $2^{-4.4}\approx5\%$ of the squared norm is left instead of half. The levels, steps and norms for the 8 bohr box at 5, 10 and 20 hartree are listed in the numerical output, and the values derived from them follow by the arithmetic shown.

\section*{Numbers as computed}
\begin{verbatim}
Stability limit of h*rho, order 4: 2.828427
Stability limit of h*rho, order 3: 1.732051
Strongest damping: |R| = 0.5000 at x = 2.4495
One picosecond: 41341.4 a.u. of time
Box side 8.0 bohr, attraction cut at 4.0 bohr
Mean potential: -0.1963 hartree
Hydrogen, cutoff 5 hartree: 257 plane waves
  T_max 4.9348, rho 4.7440, E0 -0.4748 hartree
  h_max 0.59622 a.u. = 14.422 as
  steps per ps 69340, H applications 277360
Hydrogen, cutoff 10 hartree: 751 plane waves
  T_max 9.8696, rho 9.6820, E0 -0.4915 hartree
  h_max 0.29213 a.u. = 7.066 as
  steps per ps 141516, H applications 566064
Hydrogen, cutoff 20 hartree: 2109 plane waves
  T_max 19.7392, rho 19.5463, E0 -0.4990 hartree
  h_max 0.14470 a.u. = 3.500 as
  steps per ps 285697, H applications 1142788
Estimate with rho = cutoff:
  10 hartree: h_max 0.28284 a.u. = 6.842 as, 146164 steps per ps
  20 hartree: h_max 0.14142 a.u. = 3.421 as, 292328 steps per ps
  40 hartree: h_max 0.07071 a.u. = 1.710 as, 584656 steps per ps
Propagation at 10 hartree, 400 steps, random start of norm 1:
  moving proton, velocity 0.01 a.u.
  norm at 0.98 h_max: 0.3785
  norm at 1.02 h_max: 1.96e+23
  fixed proton, norm at 1.02 h_max: 1.84e+23
  growth per step: measured 1.1498, formula 1.1504
Ground level after 1 ps at h_max for cutoff 20 hartree:
  x = h*E0 = -0.07221
  phase error 4.67e-03 rad, squared norm lost 5.62e-04
  level that loses half its squared norm: 1.634 hartree
Spectrum centred at zero, cutoff 10 hartree:
  stable step longer by factor 1.903
  ground state, one step at the old h_max: squared norm 0.8917
  one step at the new limit: error norm 1.395
\end{verbatim}
